\section*{The Hannay angle of classical spin precession, derived in two ways, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: following the components of the spin}

\subsection{A field that turns on a cone at a steady rate}

Let $\mathbf m$ be a unit vector along a classical spin and $\mathbf b$ the unit vector along the magnetic field. The spin precesses about the field,
\begin{equation}
\dot{\mathbf m}=\omega\,\mathbf b\times\mathbf m .
\label{eom}
\end{equation}
The rate $\omega$ has a sign: it is positive when the precession is right-handed about $\mathbf b$. A spin $\mathbf S$ with magnetic moment $\gamma\mathbf S$ feels the torque $\gamma\mathbf S\times\mathbf B=-\gamma B\,\mathbf b\times\mathbf S$, so $\omega=-\gamma B$. Electrons have $\gamma<0$ and precess right-handedly; protons have $\gamma>0$ and precess left-handedly. The algebra is in atomic units, with spin measured in units of $\hbar$. The results are angles, which have the same value in any units.

Suppose that $\mathbf b$ keeps a constant polar angle $\Theta$ from the $z$ axis and turns about that axis at the constant rate $\nu$, completing one loop in the time $T=2\pi/\nu$. In axes that turn with the field, $\mathbf b$ is at rest. The rate of change seen in those axes is the laboratory rate minus $\nu\hat{\mathbf z}\times\mathbf m$:
\begin{equation}
\left(\frac{d\mathbf m}{dt}\right)_{\rm turning}=\mathbf W\times\mathbf m,
\qquad \mathbf W=\omega\mathbf b-\nu\hat{\mathbf z}.
\end{equation}
Since $\mathbf W$ is constant, the spin turns steadily about it. Write $x=\nu/\omega$ and use $\mathbf b\cdot\hat{\mathbf z}=\cos\Theta$. The signed rate of turning is
\begin{equation}
\omega\sqrt{1-2x\cos\Theta+x^2}.
\end{equation}
With $y=-2x\cos\Theta+x^2$ and $\sqrt{1+y}=1+y/2-y^2/8+y^3/16-\dots$, collecting powers of $x$ gives
\begin{equation}
\sqrt{1+y}=1-x\cos\Theta+\tfrac12x^2\sin^2\Theta
+\tfrac12x^3\cos\Theta\sin^2\Theta+\dots
\label{root}
\end{equation}
Multiply by $\omega T$ and use $x\omega T=\nu T=2\pi$. The angle turned in one loop is
\begin{equation}
\omega T-2\pi\cos\Theta+\pi x\sin^2\Theta+\pi x^2\cos\Theta\sin^2\Theta+\dots
\label{cone}
\end{equation}
At time $T$ the turning axes coincide with the laboratory axes again, so this is also the net rotation in the laboratory.

The first term is the dynamical angle, which a field at rest would also produce. The second does not shrink when the loop is made slower. The cap inside the cone has solid angle $\Omega=2\pi(1-\cos\Theta)$, so
\begin{equation}
-2\pi\cos\Theta=\Omega-2\pi .
\end{equation}
A full turn cannot be seen in the final direction of the spin, and what remains is $\Omega$. For a narrow cone it tends to zero, as it must when the field hardly moves. For a field that turns in the equatorial plane $\Omega=2\pi$, and again no change is visible.

One point remains open. The rotation is about $\mathbf W$, which is tilted from $\mathbf b$ by an angle of about $|x|\sin\Theta$. An azimuth measured about $\mathbf b$ therefore differs from (\ref{cone}) by terms of order $x$. They vanish in the slow limit, and they are found below.

\subsection{Exact equations in a frame that follows the field}

Now let $\mathbf b(t)$ trace any closed loop in the time $T$. Choose unit vectors $\mathbf e_1(t),\mathbf e_2(t)$ perpendicular to $\mathbf b$, with $\mathbf e_1\times\mathbf e_2=\mathbf b$, that return to their starting values with $\mathbf b$. Write
\begin{equation}
\mathbf m=m_\parallel\mathbf b+m_1\mathbf e_1+m_2\mathbf e_2,\qquad
\psi=m_1+im_2=\sin\theta\,e^{i\varphi}.
\end{equation}
Here $\theta$ is the tilt of the spin from the field and $\varphi$ its azimuth, right-handed about $\mathbf b$. Because the frame returns, $\varphi(T)-\varphi(0)$ compares two angles measured from the same fixed axes. Two quantities describe how the frame moves:
\begin{equation}
a=\mathbf e_2\cdot\dot{\mathbf e}_1,\qquad
\kappa=\mathbf e_1\cdot\dot{\mathbf b}+i\,\mathbf e_2\cdot\dot{\mathbf b}.
\end{equation}
The first is the rate at which the frame twists about $\mathbf b$. The second is the velocity of $\mathbf b$ written as a complex number, so $|\kappa|=|\dot{\mathbf b}|$.

Differentiate $m_1=\mathbf m\cdot\mathbf e_1$. Since $\mathbf b\times\mathbf m=m_1\mathbf e_2-m_2\mathbf e_1$, the precession contributes $-\omega m_2$. The motion of the frame contributes $\mathbf m\cdot\dot{\mathbf e}_1$, in which $\mathbf e_1\cdot\dot{\mathbf e}_1=0$ because $\mathbf e_1$ has fixed length, and $\mathbf b\cdot\dot{\mathbf e}_1=-\mathbf e_1\cdot\dot{\mathbf b}$ because $\mathbf b\cdot\mathbf e_1=0$ at all times. The same reasoning applies to $m_2$, with $\mathbf e_1\cdot\dot{\mathbf e}_2=-a$. Thus
\begin{align}
\dot m_1&=-(\omega-a)m_2-m_\parallel\,\mathbf e_1\cdot\dot{\mathbf b},\\
\dot m_2&=(\omega-a)m_1-m_\parallel\,\mathbf e_2\cdot\dot{\mathbf b}.
\end{align}
Adding $i$ times the second line to the first gives
\begin{equation}
\dot\psi=i(\omega-a)\psi-\kappa m_\parallel .
\label{psi}
\end{equation}
For the parallel component, $\mathbf b\cdot(\mathbf b\times\mathbf m)=0$, which leaves $\mathbf m\cdot\dot{\mathbf b}$:
\begin{equation}
\dot m_\parallel=m_1\mathbf e_1\cdot\dot{\mathbf b}+m_2\mathbf e_2\cdot\dot{\mathbf b}
=\operatorname{Re}(\kappa^*\psi).
\label{par}
\end{equation}
No approximation has been made so far.

\subsection{What slowness removes}

Assume that $\omega$ never vanishes, that $\mathbf b$ and $\omega$ are smooth functions of $t/T$, and that $|\omega|T\gg1$. Then $a$ and $\kappa$ are of order $1/T$, and $\Lambda=\omega-a$ is close to $\omega$. Remove the fast rotation by setting
\begin{equation}
\psi=e^{i\chi}\eta,\qquad \chi(t)=\int_0^t\Lambda\,dt',\qquad
\dot\eta=-e^{-i\chi}\kappa m_\parallel ,
\end{equation}
where the last equation follows from (\ref{psi}). The right side is not small when summed over the loop without regard to phase, since $|\kappa|T$ is of order one. It oscillates, however. Because $e^{-i\chi}=(i/\Lambda)\,d(e^{-i\chi})/dt$, integration by parts gives
\begin{equation}
\eta(T)-\eta(0)=-\left[\frac{i e^{-i\chi}\kappa m_\parallel}{\Lambda}\right]_0^T
+i\int_0^T e^{-i\chi}\frac{d}{dt}\left(\frac{\kappa m_\parallel}{\Lambda}\right)dt .
\label{parts}
\end{equation}
The bracket is of order $1/(|\omega|T)$. In the integral, the derivative is of order $1/(|\omega|T^2)$ and acts for a time $T$, so its contribution is also of order $1/(|\omega|T)$. Hence $\eta$ is constant in the slow limit. Provided that $\sin\theta$ is not itself small, the phase of $\psi$ then advances by $\chi(T)$:
\begin{equation}
\varphi(T)-\varphi(0)=\int_0^T\omega\,dt-\oint a\,dt+O\!\left(\frac1{|\omega|T}\right).
\label{leading}
\end{equation}

The tilt is nearly conserved for the same reason. Integrating (\ref{par}) by parts in the same way gives, for a start from rest,
\begin{equation}
m_\parallel(t)-m_\parallel(0)\simeq\operatorname{Re}\left(-\frac{i\kappa^*\psi}{\Lambda}\right),
\end{equation}
an oscillation of amplitude $\sin\theta\,|\dot{\mathbf b}|/|\Lambda|$. For a loop on a cone of $40^\circ$ with $\theta=60^\circ$ and 40 precession turns, in which the field has turned through $2\pi t/T-\sin(2\pi t/T)$ about the cone axis at time $t$, the estimate with $\omega$ in place of $\Lambda$ is 0.0278, and integration of the equation of motion gives 0.0292. In the spherical frame of the next subsection, where $\kappa$ keeps a fixed phase on this cone, using $\Lambda$ at the moment of fastest motion raises the estimate to 0.0289. The rest has the size that terms of second order may have.

\subsection{From the twist of the frame to the solid angle}

Take for $\mathbf e_1,\mathbf e_2$ the spherical unit vectors $\mathbf e_\Theta,\mathbf e_\Phi$ at the field direction with polar angles $\Theta,\Phi$. They satisfy $\mathbf e_\Theta\times\mathbf e_\Phi=\mathbf b$. Differentiating
$\mathbf e_\Theta=(\cos\Theta\cos\Phi,\cos\Theta\sin\Phi,-\sin\Theta)$ gives
\begin{equation}
\dot{\mathbf e}_\Theta=-\dot\Theta\,\mathbf b+\cos\Theta\,\dot\Phi\,\mathbf e_\Phi,
\qquad a=\cos\Theta\,\dot\Phi .
\end{equation}
Let the loop pass once counterclockwise around the pole, as seen from outside the sphere, without touching either pole. Then $\oint d\Phi=2\pi$ and
\begin{equation}
-\oint a\,dt=-\oint\cos\Theta\,d\Phi=-2\pi+\oint(1-\cos\Theta)\,d\Phi .
\end{equation}
A thin sector between the pole and the loop has area $d\Phi\int_0^\Theta\sin\Theta'd\Theta'=(1-\cos\Theta)\,d\Phi$, so the last integral is the signed solid angle $\Omega$. Therefore
\begin{equation}
\boxed{\;\varphi(T)-\varphi(0)-\int_0^T\omega\,dt=\Omega\pmod{2\pi}\quad\text{as }|\omega|T\to\infty\;}
\label{result}
\end{equation}
This is the Hannay angle. The tilt, the field strength and the timetable do not enter. A clockwise loop has negative $\Omega$. In this limit, reversing the sense of precession changes the sign of the dynamical angle alone, because $a$ knows nothing of $\omega$.

The choice of frame does not matter. Rotate $\mathbf e_1,\mathbf e_2$ about $\mathbf b$ by an angle $\beta(t)$. Then $a$ becomes $a+\dot\beta$. If the new frame also returns, $\beta$ has changed by a multiple of $2\pi$, which (\ref{result}) ignores. Nor does it matter which side of the loop is called the inside: the other side has area $4\pi-\Omega$ and is circled in the opposite sense, so it counts as $\Omega-4\pi$.

\subsection{The first corrections}

Equation (\ref{parts}) also gives the error at finite speed. By (\ref{par}), the derivative of $m_\parallel$ under the integral brings in
\begin{equation}
\frac{\kappa}{\Lambda}\operatorname{Re}(\kappa^*\psi)
=\frac{|\kappa|^2\psi+\kappa^2\psi^*}{2\Lambda}.
\end{equation}
Multiplied by $e^{-i\chi}$, the first part no longer oscillates and becomes $|\kappa|^2\eta/(2\Lambda)$. The second part oscillates as $e^{-2i\chi}$, and the term with the derivative of $\kappa/\Lambda$ oscillates as $e^{-i\chi}$. Another integration by parts makes both of order $1/(\omega T)^2$. What remains is $i\eta\int|\kappa|^2/(2\Lambda)\,dt$, an advance of the phase. With the bracket in (\ref{parts}), the correction to the angle is
\begin{equation}
\delta\varphi=\int_0^T\frac{|\dot{\mathbf b}|^2}{2\omega}\,dt
-\operatorname{Im}\left\{\frac{i}{\psi(0)}
\left[\frac{e^{-i\chi}\kappa m_\parallel}{\omega}\right]_0^T\right\}.
\label{correction}
\end{equation}

The second term depends on how the motion starts and stops. It averages to zero over the initial azimuth, and it vanishes if $\dot{\mathbf b}=0$ at both ends. For the steady cone $\kappa=i\nu\sin\Theta$, and it becomes
\begin{equation}
\frac{\nu}{\omega}\sin\Theta\cot\theta\;
\operatorname{Im}\left[(e^{-i\chi(T)}-1)e^{-i\varphi(0)}\right].
\end{equation}
This is the difference between azimuths about $\mathbf W$ and about $\mathbf b$ that was left open at the start. For 200 turns with $\Theta=40^\circ$, $\theta=60^\circ$ and $\varphi(0)=0$ it gives $-0.00185$ rad, while the dynamics gives $-0.00184$ rad.

A smooth timetable, $\Phi=2\pi t/T-\sin(2\pi t/T)$, removes this term. The turning rate is then $\nu(t)=(2\pi/T)[1-\cos(2\pi t/T)]$. In axes that turn with the field, $\mathbf W(t)$ swings out within a fixed plane and back, enclosing no area, so to the order needed here the angle is the time integral of the signed rate of turning. Averaged over the loop, the square and cube of $1-\cos(2\pi t/T)$ are $3/2$ and $5/2$. With $N=\omega T/2\pi$, the series (\ref{root}) gives an excess over $\Omega$ of
\begin{equation}
\frac{3\pi\sin^2\Theta}{2N}+\frac{5\pi\cos\Theta\sin^2\Theta}{2N^2}+\dots
\label{smooth}
\end{equation}
For $\Theta=40^\circ$ this is $1.947/N+2.486/N^2$. At $N=100$ it amounts to 0.0197 rad, as the dynamics also gives. At $N=5$ the two terms add to 0.489 rad and the dynamics gives 0.529 rad: the series is no longer accurate, and the excess is more than a third of the solid angle, 1.470 rad.

\section{Second derivation: averaging the Hamiltonian}

\subsection{Symbols and results taken over}

The field direction $\mathbf b(t)$ makes one closed loop in the time $T$; $\omega$ is the signed precession rate, with $|\omega|T\gg1$. The vectors $\mathbf e_1,\mathbf e_2,\mathbf b$ form a right-handed frame that returns with $\mathbf b$. Its twist rate is $a=\mathbf e_2\cdot\dot{\mathbf e}_1$, and $\Lambda=\omega-a$. The velocity of $\mathbf b$ is written as $\kappa=\mathbf e_1\cdot\dot{\mathbf b}+i\,\mathbf e_2\cdot\dot{\mathbf b}$. The spin has tilt $\theta$ from $\mathbf b$ and azimuth $\varphi$ about it. The first derivation found that $\varphi$ changes by $\int\omega\,dt+\Omega$, modulo $2\pi$, where $\Omega$ is the signed solid angle of the loop. It also found the correction $\int|\dot{\mathbf b}|^2/(2\omega)\,dt$, which is the whole correction of order $1/(\omega T)$ when the loop starts and ends at rest. Neither result is used as an input to the derivation that follows.

\subsection{Action and angle of a spin}

Let the spin have length $S$. Take as canonical variables the angle $\varphi$ and the action $J=\mathbf S\cdot\mathbf b=S\cos\theta$, with the bracket
\begin{equation}
\{f,g\}=\frac{\partial f}{\partial\varphi}\frac{\partial g}{\partial J}
-\frac{\partial f}{\partial J}\frac{\partial g}{\partial\varphi}.
\end{equation}
The transverse components are $S_1=R\cos\varphi$ and $S_2=R\sin\varphi$, with $R=\sqrt{S^2-J^2}$ and $R'=dR/dJ=-J/R$. Then
\begin{equation}
\{S_1,S_2\}=-RR'\sin^2\varphi-RR'\cos^2\varphi=-RR'=J .
\end{equation}
Likewise $\{S_2,J\}=R\cos\varphi=S_1$ and $\{J,S_1\}=R\sin\varphi=S_2$. These are the brackets of an angular momentum, so the variables describe a spin correctly.

For a field at rest the Hamiltonian is $H=\omega\,\mathbf b\cdot\mathbf S=\omega J$. Hamilton's equations give $\dot\varphi=\partial H/\partial J=\omega$ and $\dot J=-\partial H/\partial\varphi=0$, which is right-handed precession at constant tilt when $\omega>0$.

The equation of motion has given the Hannay angle as the solid angle of the field's loop, together with the first corrections, and the second derivation now has its canonical variables and its Hamiltonian for a field at rest. It remains to let the field move and average the Hamiltonian, and then to consider protons in water and damped magnets.

All numerical values are calculated from the stated model.
